# The collinear H + H2 barrier from CCSD, CCSD(T) and CCSDT: a numerical check

```python
"""Classical collinear barrier B = E(H3 saddle) - E(H2) - E(H).
Result under test: for three electrons CCSDT equals full CI (FCI) in a given
basis, and the extrapolated FCI barrier is close to 9.6 kcal/mol.
Symbols: R = H-H distance at the saddle, r = bond length of H2, X = cardinal
number of cc-pVXZ (D=2, T=3, Q=4), T1, T2, T3 = cluster operators.
Energies are in hartree (Eh), lengths in bohr, barriers in kcal/mol.
"""
from itertools import combinations
from math import factorial
import numpy as np
from scipy import constants
from scipy.linalg import block_diag, eigh
from scipy.optimize import root
from pyscf import ao2mo, cc, fci, gto, lib, scf, symm

lib.num_threads(1)
KCAL = (constants.physical_constants["Hartree energy"][0]
        * constants.N_A / constants.calorie / 1000)
BASES = {2: "cc-pvdz", 3: "cc-pvtz", 4: "cc-pvqz"}


def on_axis(*positions):
    return [("H", (0.0, 0.0, float(z))) for z in positions]


def mean_field(atoms, basis, group, spin, density=None):
    mol = gto.M(atom=atoms, unit="Bohr", basis=basis, spin=spin,
                symmetry=group, verbose=0)
    mf = scf.RHF(mol) if spin == 0 else scf.UHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-11
    mf.max_cycle = 100
    mf.kernel(dm0=density)
    assert mf.converged
    return mf


def orbital_irreps(mol, orbitals):
    return np.array(symm.label_orb_symm(mol, mol.irrep_id, mol.symm_orb,
                                        orbitals), dtype=int) % 10


def packed_index(n):
    i = np.arange(n)
    high, low = np.maximum(i[:, None], i), np.minimum(i[:, None], i)
    return high * (high + 1) // 2 + low


def pair_matrix(h1, h2, eri, irrep1, irrep2, pair_irrep, weight):
    """Matrix of 1/r12 + weight*(h1+h2) in products of one symmetry."""
    packed = packed_index(len(h1))
    p, q = np.nonzero((irrep1[:, None] ^ irrep2) == pair_irrep)
    matrix = eri[packed[p[:, None], p], packed[q[:, None], q]]
    matrix = matrix + weight * (h1[p[:, None], p] * (q[:, None] == q)
                                + (p[:, None] == p) * h2[q[:, None], q])
    return p, q, matrix


def fci_two(mf):
    orbitals = np.array(mf.mo_coeff)
    h = orbitals.T @ mf.get_hcore() @ orbitals
    irrep = orbital_irreps(mf.mol, orbitals)
    eri = ao2mo.kernel(mf._eri, orbitals)
    matrix = pair_matrix(h, h, eri, irrep, irrep, 0, 1.0)[2]
    return (eigh(matrix, eigvals_only=True, subset_by_index=[0, 0])[0]
            + mf.mol.energy_nuc())


def three_electron_space(mf):
    """H for two alpha electrons and one beta electron in UHF orbitals."""
    ca, cb = [np.array(m) for m in mf.mo_coeff]
    core = mf.get_hcore()
    ha, hb = ca.T @ core @ ca, cb.T @ core @ cb
    ga, gb = orbital_irreps(mf.mol, ca), orbital_irreps(mf.mol, cb)
    eri_aa = ao2mo.kernel(mf._eri, ca)
    eri_ab = ao2mo.kernel(mf._eri, (ca, ca, cb, cb))
    n, state = len(ha), ga[0] ^ ga[1] ^ gb[0]
    same_blocks, mixed_blocks = [], []
    for k in range(8):
        for store, h2, eri, g2, g_third in (
                (same_blocks, ha, eri_aa, ga, gb),
                (mixed_blocks, hb, eri_ab, gb, ga)):
            third = np.nonzero(g_third == (k ^ state))[0]
            p, q, matrix = pair_matrix(ha, h2, eri, ga, g2, k, 0.5)
            if len(p) and len(third):
                store.append((matrix, p[:, None], q[:, None], third[None, :]))
    i = np.arange(n)
    allowed = (ga[:, None, None] ^ ga[None, :, None]
               ^ gb[None, None, :]) == state
    a, b, c = np.nonzero(allowed & (i[:, None, None] < i[None, :, None]))

    def expand(x):
        tensor = np.zeros((n, n, n))
        tensor[a, b, c], tensor[b, a, c] = x, -x
        return tensor

    def apply_h(x):
        amp = expand(x)
        same, mixed = np.zeros_like(amp), np.zeros_like(amp)
        for matrix, p, q, third in same_blocks:
            same[p, q, third] = matrix @ amp[p, q, third]
        for matrix, p, q, third in mixed_blocks:
            mixed[p, third, q] = matrix @ amp[p, third, q]
        return (same + mixed - mixed.transpose(1, 0, 2))[a, b, c]

    packed = packed_index(n)
    d, da, db = np.diag(packed), np.diag(ha), np.diag(hb)
    j_aa, k_aa = eri_aa[d[:, None], d], eri_aa[packed, packed]
    j_ab = eri_ab[d[:, None], d]
    diagonal = (da[a] + da[b] + db[c] + j_aa[a, b] - k_aa[a, b]
                + j_ab[a, c] + j_ab[b, c])
    return apply_h, expand, (a, b, c), diagonal


def fci_three(mf, space=None):
    """Lowest state of the reference symmetry by Davidson iteration."""
    apply_h, _, (a, b, c), diagonal = space or three_electron_space(mf)
    trial = ((a == 0) & (b == 1) & (c == 0)).astype(float)
    vectors, images = [], []
    for _ in range(80):
        vectors.append(trial / np.linalg.norm(trial))
        images.append(apply_h(vectors[-1]))
        v, s = np.array(vectors), np.array(images)
        small = v @ s.T
        values, states = np.linalg.eigh((small + small.T) / 2)
        energy, y = values[0], states[:, 0]
        residual = y @ s - energy * (y @ v)
        if np.linalg.norm(residual) < 5e-6:
            return energy + mf.mol.energy_nuc()
        trial = residual / np.maximum(diagonal - energy, 0.05)
        for _ in range(2):
            trial = trial - (v @ trial) @ v
    raise AssertionError("FCI iterations did not converge")


def cc_three(mf, space):
    """CCSD and CCSD(T) from exp(T1)(1+T2) acting on the UHF determinant."""
    apply_h, expand, (a, b, c), _ = space
    ea, eb = [np.array(e) for e in mf.mo_energy]
    n = len(ea)
    a0, a1 = np.eye(n)[:2]
    b0 = np.eye(n)[0]
    va, vb = (np.arange(n) > 1).astype(float), (np.arange(n) > 0).astype(float)
    gap = (ea[:, None, None] + ea[None, :, None] + eb[None, None, :]
           - ea[0] - ea[1] - eb[0])
    safe_gap = np.where(gap > 0.05, gap, 1.0)

    def outer(x, y, z):
        return np.einsum("p,q,r->pqr", x, y, z)

    def antisymmetric(x):
        return x - x.transpose(1, 0, 2)

    def collect(x):
        return np.concatenate([
            x[:, 1, 0] * va, x[0, :, 0] * va, x[0, 1, :] * vb,
            (x[:, :, 0] * np.outer(va, va)).ravel(),
            (x[:, 1, :] * np.outer(va, vb)).ravel(),
            (x[0, :, :] * np.outer(va, vb)).ravel()])

    def separate(t):
        singles = t[:3 * n].reshape(3, n)
        return singles, t[3 * n:].reshape(3, n, n)

    def with_doubles(doubles, f0, f1, g):
        u, w0, w1 = doubles
        half = (np.einsum("pr,q->pqr", w0, f1)
                + np.einsum("p,qr->pqr", f0, w1))
        return antisymmetric(half) + np.einsum("pq,r->pqr", u, g)

    t = np.zeros(3 * n + 3 * n * n)
    trials, errors = [], []
    for _ in range(120):
        (t0, t1, s), doubles = separate(t)
        f0, f1, g = a0 + t0, a1 + t1, b0 + s
        psi = antisymmetric(outer(f0, f1, g)) + with_doubles(doubles, f0, f1, g)
        h_psi = expand(apply_h(psi[a, b, c]))
        energy = h_psi[0, 1, 0]
        step = -collect((h_psi - energy * psi) / safe_gap)
        if np.linalg.norm(step) < 1e-8:
            break
        trials, errors = (trials + [t + step])[-8:], (errors + [step])[-8:]
        m = len(errors)
        overlap = np.array(errors) @ np.array(errors).T
        system = np.ones((m + 1, m + 1))
        system[:m, :m] = overlap / np.max(np.diag(overlap))
        system[m, m] = 0.0
        right = np.zeros(m + 1)
        right[m] = 1.0
        weights = np.linalg.lstsq(system, right, rcond=None)[0][:m]
        t = weights @ np.array(trials)
    else:
        raise AssertionError("CCSD iterations did not converge")
    one = antisymmetric(outer(t0, a1, b0) + outer(a0, t1, b0) + outer(a0, a1, s))
    two = with_doubles(doubles, a0, a1, b0)
    triple = (a > 1) & (b > 1) & (c > 0)
    z, w = apply_h(one[a, b, c])[triple], apply_h(two[a, b, c])[triple]
    correction = -np.sum(w * (w + z) / gap[a, b, c][triple])
    total = energy + mf.mol.energy_nuc()
    return total, total + correction


def package_cc(mf):
    solver = cc.UCCSD(mf)
    solver.conv_tol, solver.conv_tol_normt = 1e-10, 1e-7
    solver.max_cycle = 150
    solver.kernel()
    assert solver.converged
    return solver.e_tot, solver.e_tot + solver.ccsd_t()


def determinant_cc(mf):
    """Solve CCSD and CCSDT with matrices over all determinants."""
    mol = mf.mol
    n = mol.nao
    orbitals = np.hstack([np.array(mf.mo_coeff[0]), np.array(mf.mo_coeff[1])])
    spin = np.repeat([0, 1], n)
    same_spin = (spin[:, None] == spin).astype(float)
    h = block_diag(*[np.array(m).T @ mf.get_hcore() @ np.array(m)
                     for m in mf.mo_coeff])
    g = np.einsum("ijkl,ip,jq,kr,ls->pqrs", mol.intor("int2e"), orbitals,
                  orbitals, orbitals, orbitals, optimize=True)
    g *= same_spin[:, :, None, None] * same_spin[None, None, :, :]
    dets = [(p, q, r) for p, q in combinations(range(n), 2)
            for r in range(n, 2 * n)]
    index = {det: k for k, det in enumerate(dets)}
    size = len(dets)
    move = np.zeros((2 * n, 2 * n, size, size))
    for column, det in enumerate(dets):
        for place, old in enumerate(det):
            for new in range(2 * n):
                if spin[new] != spin[old]:
                    continue
                image, sign = list(det), 1.0
                image[place] = new
                if len(set(image)) < 3:
                    continue
                if image[0] > image[1]:
                    image[0], image[1], sign = image[1], image[0], -1.0
                move[new, old, index[tuple(image)], column] = sign
    one_body = h - 0.5 * np.einsum("pqqs->ps", g)
    ham = np.tensordot(one_body, move, 2)
    ham += 0.5 * np.matmul(move, np.tensordot(g, move, 2)).sum((0, 1))
    ham += mol.energy_nuc() * np.eye(size)
    reference = (0, 1, n)
    ref = index[reference]
    eps = np.concatenate([np.array(e) for e in mf.mo_energy])
    targets, operators, ranks, gaps = [], [], [], []
    for k, det in enumerate(dets):
        if k == ref:
            continue
        holes = [o for o in reference if o not in det]
        particles = [o for o in det if o not in reference]
        operator = np.eye(size)
        for particle, hole in zip(particles, holes):
            operator = operator @ move[particle, hole]
        targets.append(k)
        operators.append(operator)
        ranks.append(len(holes))
        gaps.append(eps[particles].sum() - eps[holes].sum())
    targets, operators = np.array(targets), np.array(operators)
    ranks, gaps = np.array(ranks), np.array(gaps)
    signs = operators[np.arange(len(targets)), targets, ref]

    def solve(max_rank):
        use = ranks <= max_rank

        def transformed(t):
            cluster = np.tensordot(t, operators[use], 1)
            square = cluster @ cluster
            cube = square @ cluster
            one = np.eye(size)
            forward = one + cluster + square / 2 + cube / 6
            backward = one - cluster + square / 2 - cube / 6
            return backward @ (ham @ forward[:, ref])

        def equations(t):
            return transformed(t)[targets[use]] * signs[use] / gaps[use]

        answer = root(equations, np.zeros(use.sum()), method="hybr", tol=1e-12)
        assert np.max(np.abs(equations(answer.x))) < 1e-8
        return transformed(answer.x)[ref], answer.x, use

    e_sd, t_sd, use = solve(2)
    e_sdt = solve(3)[0]
    parts = []
    for rank in (1, 2):
        vector = np.zeros(size)
        chosen = ranks[use] == rank
        vector[targets[use][chosen]] = (t_sd * signs[use])[chosen]
        parts.append(ham @ vector)
    triple = ranks == 3
    z, w = parts[0][targets[triple]], parts[1][targets[triple]]
    e_t = -np.sum(w * (w + z) / gaps[triple])
    return e_sd, e_sd + e_t, e_sdt, np.linalg.eigvalsh(ham)[0], size


def helium_correlated(zeta=1.8, charge=2):
    """Variational He energy in s=r1+r2, t=r2-r1, u=r12."""
    powers = [(l, m, k) for l in range(4) for m in (0, 2) for k in range(4)
              if l + m + k <= 3]

    def integral(*polynomials):
        terms = [(1.0, (0, 0, 0))]
        for poly in polynomials:
            terms = [(x * y, tuple(i + j for i, j in zip(e, f)))
                     for x, e in terms for y, f in poly if x * y != 0]
        return sum(x * factorial(l + m + k + 2) / ((m + 1) * (m + k + 2)
                   * (2 * zeta) ** (l + m + k + 3)) for x, (l, m, k) in terms)

    volume = [(1, (2, 0, 1)), (-1, (0, 2, 1))]
    cross_s = [(1, (1, 0, 2)), (-1, (1, 2, 0))]
    cross_t = [(1, (2, 1, 0)), (-1, (0, 1, 2))]
    potential = [(-4 * charge, (1, 0, 1)), (1, (2, 0, 0)), (-1, (0, 2, 0))]
    functions = []
    for l, m, k in powers:
        functions.append(([(1, (l, m, k))],
                          [(l, (l - 1, m, k)), (-zeta, (l, m, k))],
                          [(m, (l, m - 1, k))], [(k, (l, m, k - 1))]))
    size = len(functions)
    ham, overlap = np.zeros((size, size)), np.zeros((size, size))
    for i, (f, fs, ft, fu) in enumerate(functions):
        for j, (g, gs, gt, gu) in enumerate(functions):
            overlap[i, j] = integral(f, g, volume)
            ham[i, j] = (integral(f, g, potential) + integral(fs, gs, volume)
                         + integral(ft, gt, volume) + integral(fu, gu, volume)
                         + integral(fu, gs, cross_s) + integral(fs, gu, cross_s)
                         + integral(fu, gt, cross_t) + integral(ft, gu, cross_t))
    scale = 1 / np.sqrt(np.diag(overlap))
    return eigh(ham * np.outer(scale, scale), overlap * np.outer(scale, scale),
                eigvals_only=True)[0]


def hydrogen_atom(basis):
    mol = gto.M(atom="H 0 0 0", basis=basis, spin=1, verbose=0)
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return eigh(core, mol.intor("int1e_ovlp"), eigvals_only=True)[0]


def hf_limit(e):
    return (e[2] * e[4] - e[3] ** 2) / (e[2] + e[4] - 2 * e[3])


def correlation_limit(e, low, high):
    return (high**3 * e[high] - low**3 * e[low]) / (high**3 - low**3)


def stationary_length(energy, center, step):
    left, middle, right = [energy(center + k * step) for k in (-1, 0, 1)]
    shift = 0.5 * step * (left - right) / (left - 2 * middle + right)
    assert left + right > 2 * middle and abs(shift) < step
    return center + shift


# Geometries from FCI/cc-pVTZ, then energies in all three bases.
R = stationary_length(lambda x: fci_three(mean_field(
    on_axis(-x, 0, x), BASES[3], "D2h", 1)), 1.76, 0.03)
r = stationary_length(lambda x: fci_two(mean_field(
    on_axis(-x / 2, x / 2), BASES[3], "D2h", 0)), 1.40, 0.03)

hf3, full3, hf2, full2, atom = {}, {}, {}, {}, {}
ccsd, ccsd_t, spin_square = {}, {}, {}
for X, basis in BASES.items():
    mf3 = mean_field(on_axis(-R, 0, R), basis, "D2h", 1)
    space = three_electron_space(mf3)
    hf3[X], full3[X] = mf3.e_tot, fci_three(mf3, space)
    ccsd[X], ccsd_t[X] = cc_three(mf3, space)
    spin_square[X] = mf3.spin_square()[0]
    mf2 = mean_field(on_axis(-r / 2, r / 2), basis, "D2h", 0)
    hf2[X], full2[X] = mf2.e_tot, fci_two(mf2)
    atom[X] = hydrogen_atom(basis)
    if X == 2:
        orb = np.array(mf3.mo_coeff[0])
        standard = fci.direct_spin1.FCI()
        standard.conv_tol, standard.max_cycle = 1e-11, 200
        e_standard = standard.kernel(orb.T @ mf3.get_hcore() @ orb,
                                     ao2mo.kernel(mf3._eri, orb),
                                     orb.shape[1], (2, 1),
                                     ecore=mf3.mol.energy_nuc())[0]
        assert abs(e_standard - full3[2]) < 1e-7
        package_sd, package_t = package_cc(mf3)
        assert abs(package_sd - ccsd[2]) < 1e-7
        assert abs(package_t - ccsd_t[2]) < 1e-7
    if X == 3:
        pair_cc = cc.CCSD(mf2)
        pair_cc.conv_tol, pair_cc.conv_tol_normt = 1e-10, 1e-7
        pair_cc.kernel()
        assert abs(pair_cc.e_tot - full2[3]) < 1e-7
    del space

# Character of the stationary point and stability against asymmetric UHF.
displacement = 0.10
mf_shift = mean_field(on_axis(-R, displacement, R), BASES[3], "C2v", 1)
shift_change = (fci_three(mf_shift) - full3[3]) * KCAL
half_angle = np.deg2rad(85.0)
x_end, z_end = R * np.sin(half_angle), R * np.cos(half_angle)
bent = [("H", (-x_end, 0, z_end)), ("H", (0, 0, 0)), ("H", (x_end, 0, z_end))]
bend_change = (fci_three(mean_field(bent, BASES[3], "C2v", 1))
               - full3[3]) * KCAL
assert shift_change < -0.001 and bend_change > 0.001
free_uhf = mean_field(on_axis(-R, 0, R), BASES[3], False, 1,
                      mf_shift.make_rdm1())
assert abs(free_uhf.e_tot - hf3[3]) < 1e-7

# Distant fragments: CCSD must be exact and additive.
far = mean_field(on_axis(0, r, 40), BASES[2], "C2v", 1)
far_ccsd, far_full = package_cc(far)[0], fci_three(far)
assert abs(far_full - full2[2] - atom[2]) < 1e-6
assert abs(far_ccsd - far_full) < 1e-6

# Explicit cluster equations, including connected triples.
small_mf = mean_field(on_axis(-R, 0, R), "6-31g", "D2h", 1)
small_sd, small_t, small_sdt, small_full, n_det = determinant_cc(small_mf)
small_space = three_electron_space(small_mf)
for other_sd, other_t in (package_cc(small_mf), cc_three(small_mf, small_space)):
    assert abs(small_sd - other_sd) < 1e-7
    assert abs(small_t - other_t) < 1e-7
assert abs(small_sdt - small_full) < 1e-8
assert abs(small_sd - small_full) > 1e-6
assert abs(fci_three(small_mf, small_space) - small_full) < 1e-7

# Extrapolation tests on atoms with independently known energies.
atom_limit = hf_limit(atom)
assert abs(atom_limit + 0.5) < abs(atom[4] + 0.5) / 3
he_hf, he_full = {}, {}
for X, basis in BASES.items():
    he_mf = mean_field([("He", (0, 0, 0))], basis, "D2h", 0)
    he_hf[X], he_full[X] = he_mf.e_tot, fci_two(he_mf)
he_corr = {X: he_full[X] - he_hf[X] for X in BASES}
he_limit = hf_limit(he_hf) + correlation_limit(he_corr, 3, 4)
he_reference = helium_correlated()
assert abs(he_limit - he_reference) < abs(he_full[4] - he_reference) / 4

# Barriers, with a separate basis limit for each correlation method.
b_hf = {X: (hf3[X] - hf2[X] - atom[X]) * KCAL for X in BASES}
b_full = {X: (full3[X] - full2[X] - atom[X]) * KCAL for X in BASES}
b_sd = {X: (ccsd[X] - full2[X] - atom[X]) * KCAL for X in BASES}
b_t = {X: (ccsd_t[X] - full2[X] - atom[X]) * KCAL for X in BASES}
b_corr = {X: b_full[X] - b_hf[X] for X in BASES}
b_hf_limit = (hf_limit(hf3) - hf_limit(hf2) - atom_limit) * KCAL
corr_dt, corr_tq = [correlation_limit(b_corr, *pair) for pair in ((2, 3), (3, 4))]
limit_dt, limit_tq = b_hf_limit + corr_dt, b_hf_limit + corr_tq
limit_sd, limit_t = [b_hf_limit + correlation_limit(
    {X: barrier[X] - b_hf[X] for X in BASES}, 3, 4) for barrier in (b_sd, b_t)]
error_sd = {X: b_sd[X] - b_full[X] for X in BASES}
error_t = {X: b_t[X] - b_full[X] for X in BASES}
for X in BASES:
    assert abs(error_t[X]) < abs(error_sd[X])
for error in (error_sd, error_t):
    assert abs(error[4] - error[3]) < abs(error[3] - error[2])
assert abs(limit_tq - 9.6) < 0.15

print(f"1 Eh = {KCAL:.4f} kcal/mol")
print(f"saddle R = {R:.4f} bohr; H2 r = {r:.4f} bohr (FCI/cc-pVTZ)")
print(f"central atom moved {displacement:.2f} bohr: {shift_change:.4f} kcal/mol")
print(f"bend to {2*np.rad2deg(half_angle):.0f} degrees: {bend_change:.4f} kcal/mol")
print(f"6-31G determinants: {n_det}")
print(f"6-31G H3 CCSD    = {small_sd:.8f} Eh")
print(f"6-31G H3 CCSD(T) = {small_t:.8f} Eh")
print(f"6-31G H3 CCSDT   = {small_sdt:.8f} Eh")
print(f"6-31G H3 FCI     = {small_full:.8f} Eh")
for X, basis in BASES.items():
    print(f"{basis}: H3 UHF = {hf3[X]:.7f}, FCI = {full3[X]:.7f} Eh")
    print(f"{basis}: H2 HF = {hf2[X]:.7f}, FCI = {full2[X]:.7f} Eh")
    print(f"{basis}: H = {atom[X]:.7f} Eh; H3 UHF <S^2> = {spin_square[X]:.4f}")
    print(f"{basis}: barrier UHF = {b_hf[X]:.3f} kcal/mol")
    print(f"{basis}: barrier CCSDT=FCI = {b_full[X]:.3f} kcal/mol")
    print(f"{basis}: correlation part = {b_corr[X]:.3f} kcal/mol")
    print(f"{basis}: H3 CCSD = {ccsd[X]:.7f}, CCSD(T) = {ccsd_t[X]:.7f} Eh")
    print(f"{basis}: barrier CCSD = {b_sd[X]:.3f} kcal/mol")
    print(f"{basis}: barrier CCSD(T) = {b_t[X]:.3f} kcal/mol")
    print(f"{basis}: error CCSD = {error_sd[X]:.4f}, "
          f"CCSD(T) = {error_t[X]:.4f} kcal/mol")
print(f"H atom HF limit = {atom_limit:.7f} Eh (exact {-0.5:.1f} Eh)")
print(f"He FCI/cc-pVQZ = {he_full[4]:.6f} Eh")
print(f"He extrapolated = {he_limit:.6f} Eh")
print(f"He explicitly correlated = {he_reference:.6f} Eh")
print(f"barrier HF limit = {b_hf_limit:.3f} kcal/mol")
print(f"correlation limits: DT = {corr_dt:.3f}, TQ = {corr_tq:.3f} kcal/mol")
print(f"CCSDT=FCI barrier limit from DT = {limit_dt:.3f} kcal/mol")
print(f"CCSDT=FCI barrier limit from TQ = {limit_tq:.3f} kcal/mol")
print(f"same TQ limit = {limit_tq/KCAL:.6f} Eh")
print(f"CCSD barrier limit from TQ = {limit_sd:.3f} kcal/mol")
print(f"CCSD(T) barrier limit from TQ = {limit_t:.3f} kcal/mol")
print(f"CCSD limit with cc-pVTZ error = {limit_tq+error_sd[3]:.3f} kcal/mol")
print(f"CCSD(T) limit with cc-pVTZ error = {limit_tq+error_t[3]:.3f} kcal/mol")
print("done: every assertion held")
```

Running it gives:

```
1 Eh = 627.5095 kcal/mol
saddle R = 1.7580 bohr; H2 r = 1.4038 bohr (FCI/cc-pVTZ)
central atom moved 0.10 bohr: -0.1673 kcal/mol
bend to 170 degrees: 0.1586 kcal/mol
6-31G determinants: 90
6-31G H3 CCSD    = -1.62614159 Eh
6-31G H3 CCSD(T) = -1.62624004 Eh
6-31G H3 CCSDT   = -1.62628226 Eh
6-31G H3 FCI     = -1.62628226 Eh
cc-pvdz: H3 UHF = -1.6010381, FCI = -1.6465191 Eh
cc-pvdz: H2 HF = -1.1287275, FCI = -1.1634526 Eh
cc-pvdz: H = -0.4992784 Eh; H3 UHF <S^2> = 0.7861
cc-pvdz: barrier UHF = 16.923 kcal/mol
cc-pvdz: barrier CCSDT=FCI = 10.173 kcal/mol
cc-pvdz: correlation part = -6.749 kcal/mol
cc-pvdz: H3 CCSD = -1.6461120, CCSD(T) = -1.6464166 Eh
cc-pvdz: barrier CCSD = 10.429 kcal/mol
cc-pvdz: barrier CCSD(T) = 10.237 kcal/mol
cc-pvdz: error CCSD = 0.2554, CCSD(T) = 0.0643 kcal/mol
cc-pvtz: H3 UHF = -1.6047801, FCI = -1.6563085 Eh
cc-pvtz: H2 HF = -1.1329393, FCI = -1.1723366 Eh
cc-pvtz: H = -0.4998098 Eh; H3 UHF <S^2> = 0.7871
cc-pvtz: barrier UHF = 17.551 kcal/mol
cc-pvtz: barrier CCSDT=FCI = 9.938 kcal/mol
cc-pvtz: correlation part = -7.612 kcal/mol
cc-pvtz: H3 CCSD = -1.6557389, CCSD(T) = -1.6561908 Eh
cc-pvtz: barrier CCSD = 10.296 kcal/mol
cc-pvtz: barrier CCSD(T) = 10.012 kcal/mol
cc-pvtz: error CCSD = 0.3574, CCSD(T) = 0.0739 kcal/mol
cc-pvqz: H3 UHF = -1.6053372, FCI = -1.6582622 Eh
cc-pvqz: H2 HF = -1.1334360, FCI = -1.1737958 Eh
cc-pvqz: H = -0.4999456 Eh; H3 UHF <S^2> = 0.7871
cc-pvqz: barrier UHF = 17.598 kcal/mol
cc-pvqz: barrier CCSDT=FCI = 9.713 kcal/mol
cc-pvqz: correlation part = -7.885 kcal/mol
cc-pvqz: H3 CCSD = -1.6576467, CCSD(T) = -1.6581431 Eh
cc-pvqz: barrier CCSD = 10.100 kcal/mol
cc-pvqz: barrier CCSD(T) = 9.788 kcal/mol
cc-pvqz: error CCSD = 0.3863, CCSD(T) = 0.0747 kcal/mol
H atom HF limit = -0.4999922 Eh (exact -0.5 Eh)
He FCI/cc-pVQZ = -2.902411 Eh
He extrapolated = -2.903761 Eh
He explicitly correlated = -2.903628 Eh
barrier HF limit = 17.608 kcal/mol
correlation limits: DT = -7.976, TQ = -8.084 kcal/mol
CCSDT=FCI barrier limit from DT = 9.632 kcal/mol
CCSDT=FCI barrier limit from TQ = 9.524 kcal/mol
same TQ limit = 0.015178 Eh
CCSD barrier limit from TQ = 9.932 kcal/mol
CCSD(T) barrier limit from TQ = 9.600 kcal/mol
CCSD limit with cc-pVTZ error = 9.882 kcal/mol
CCSD(T) limit with cc-pVTZ error = 9.598 kcal/mol
done: every assertion held
```
